# Square-root and quarter-power laws for the fluctuations of a crystal step: test program

```python
"""
Result under test: equilibrium mean-square displacement of a crystal step,
  G(t) = <[x(y,t)-x(y,0)]^2> = (2c/pi) Gamma(1-1/z) (B t)^(1/z),
with z = 2, B = mob_A/c for random attachment and detachment (G ~ t^(1/2))
and  z = 4, B = mob_h/c for diffusion along the step edge    (G ~ t^(1/4)).
c = kT/stiffness (a length); mob_A (length^3/time) and mob_h (length^5/time)
are the linear-response mobilities; every mode q relaxes at the rate B q^z.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov, expm, solve_banded
from scipy.special import gamma

rng = np.random.default_rng(12345)


def msd_law(z, mobility, c, t):
    return 2 * c / np.pi * gamma(1 - 1 / z) * (mobility / c * t) ** (1 / z)


# ---- The mode integral, by quadrature, for three kinds of transport
for z in (2, 3, 4):
    f = lambda q: -np.expm1(-q**z) / q**2
    integral = quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0]
    assert abs(integral - gamma(1 - 1 / z)) < 1e-6

# ---- Real-space Langevin matrices of a step pinned at both ends
# dx/dt = -M x + noise, noise covariance Q; site spacing 1.
n_sites, c_test, mob_test = 201, 1.3, 0.7
lap = 2 * np.eye(n_sites) - np.eye(n_sites, k=1) - np.eye(n_sites, k=-1)
mid = n_sites // 2
flat_ratio = {}
for z, M, Q in ((2, lap, np.eye(n_sites)), (4, lap @ lap, lap)):
    M = mob_test / c_test * M
    Q = 2 * mob_test * Q
    cov = solve_continuous_lyapunov(M, Q)
    # midpoint variance c L/4, so that G saturates at c L/2
    assert abs(cov[mid, mid] / (c_test * (n_sites + 1) / 4) - 1) < 1e-4
    t = 12.0**z * c_test / mob_test          # correlated length: 12 sites
    P = expm(-M * t)
    G = 2 * (cov - P @ cov)[mid, mid]
    # tolerance: lattice correction of relative order 1/12^2
    assert abs(G / msd_law(z, mob_test, c_test, t) - 1) < 5e-3
    G_flat = (cov - P @ cov @ P.T)[mid, mid]  # step straight at t = 0
    flat_ratio[z] = G_flat / G
    assert abs(flat_ratio[z] - 2 ** (1 / z) / 2) < 5e-3
    t = 1e-3                                 # before neighbours matter
    G = 2 * (cov - expm(-M * t) @ cov)[mid, mid]
    assert abs(G / (Q[mid, mid] * t) - 1) < 1e-2


# ---- Microscopic Monte Carlo, many independent steps side by side
def msd_frames(frames, lag):
    return np.mean((frames[lag:] - frames[:-lag]).astype(float) ** 2)


def corner_flip_step(length, copies, n_frames, frame_time):
    """Units attach at inner corners and detach at outer ones, rate 1.
    Slopes are +-1 at random: c = 1; mean motion is linear: mob_A = 1."""
    slopes = np.repeat([1, -1], length // 2)[:, None]
    slopes = rng.permuted(np.tile(slopes, (1, copies)), axis=0)
    x = np.cumsum(slopes, axis=0).astype(np.int32)
    prob = 0.5
    dt = prob / 2
    sub = [np.arange(k, length, 2) for k in range(2)]
    per_frame = round(frame_time / dt)
    frames = [x.copy()]
    for _ in range(n_frames):
        for k in rng.integers(0, 2, per_frame):
            i = sub[k]
            left, right, h = x[i - 1], x[(i + 1) % length], x[i]
            u = rng.random(h.shape, dtype=np.float32)
            flip = (left == right) & (u < prob)
            x[i] = h + 2 * (left - h) * flip
        frames.append(x.copy())
    return np.array(frames), per_frame * dt


def edge_hop_step(length, copies, n_frames, frame_time, K):
    """Energy K*sum|x_i - x_(i+1)| in units of kT. A unit hops to a
    neighbouring column at the rate exp(-energy cost of its removal).
    The mean hop rate is 1 and the current is a gradient: mob_h = 1."""
    geo = 1 - np.exp(-K)
    size = (12000, length)
    slopes = rng.geometric(geo, size) - rng.geometric(geo, size)
    slopes = slopes[slopes.sum(axis=1) == 0][:copies]
    assert len(slopes) == copies
    x = np.cumsum(slopes, axis=1).T.astype(np.int32).copy()
    prob = 1 / (1 + np.exp(2 * K))
    dt = prob / 3
    table = (prob * np.exp(K * np.array([-2, 0, 2]))).astype(np.float32)
    sub = [np.arange(k, length, 3) for k in range(3)]
    per_frame = round(frame_time / dt)
    frames = [x.copy()]
    for _ in range(n_frames):
        for k in rng.integers(0, 3, per_frame):
            i = sub[k]
            j = (i + 1) % length
            hi, hj = x[i], x[j]
            ni = (hi > x[i - 1]).astype(np.int8) + (hi > hj)
            nj = (hj > hi).astype(np.int8) + (hj > x[(j + 1) % length])
            u = rng.random(hi.shape, dtype=np.float32)
            move = (u < table[ni]).astype(np.int32) - (u > 1 - table[nj])
            x[i] = hi - move
            x[j] = hj + move
        frames.append(x.copy())
    return np.array(frames), per_frame * dt


frames, unit = corner_flip_step(240, 300, 50, 20.0)
mc_A = [msd_frames(frames, lag) for lag in (1, 20)]
mc_tA = [unit, 20 * unit]
exp_A = np.log(mc_A[1] / mc_A[0]) / np.log(20)
ratio_A = mc_A[1] / msd_law(2, 1.0, 1.0, mc_tA[1])

K = 1.0
frames, unit = edge_hop_step(60, 240, 25, 50.0, K)
assert np.all(frames[-1].sum(axis=0) == frames[0].sum(axis=0))
c_sos = 1 / (2 * np.sinh(K / 2) ** 2)        # mean-square slope per site
slope2 = np.mean((frames - np.roll(frames, 1, axis=1)).astype(float) ** 2)
# the periodic closure lowers the mean square by about one part in 60
assert abs(slope2 / c_sos - 1) < 0.06
mc_B = [msd_frames(frames, lag) for lag in (1, 10)]
mc_tB = [unit, 10 * unit]
exp_B = np.log(mc_B[1] / mc_B[0]) / np.log(10)
ratio_B = mc_B[1] / msd_law(4, 1.0, c_sos, mc_tB[1])

print(f"MC attach/detach: exponent {exp_A:.3f}, G/law {ratio_A:.3f}")
print(f"  lags {mc_tA[0]:.0f} and {mc_tA[1]:.0f} (1/rate)")
print(f"MC edge diffusion: exponent {exp_B:.3f}, G/law {ratio_B:.3f}")
print(f"  lags {mc_tB[0]:.0f} and {mc_tB[1]:.0f} (1/rate)")
# tolerances: sampling error of a few per cent and short-length corrections
assert abs(exp_A - 0.5) < 0.04 and abs(ratio_A - 1) < 0.08
assert abs(exp_B - 0.25) < 0.05 and abs(ratio_B - 1) < 0.10

# ---- Worked example: bilayer step on Si(111), rough inputs; nm, s, eV, K
T = 1170.0
kT = const.k * T / const.e
stiffness = 0.3                              # eV/nm
lattice = 0.543                              # nm, cubic cell
a_par = lattice / np.sqrt(2)                 # site spacing along the step
a_perp = a_par * np.sqrt(3) / 2              # advance per added row
rate_A, rate_h = 1e6, 1e8                    # 1/s per site
c = kT / stiffness
mob_A = rate_A * a_perp**2 * a_par
mob_h = rate_h * a_perp**2 * a_par**3
cell = a_par * a_perp
coverage, D_cm2 = 0.1, 1e-5                  # adatoms per cell; cm^2/s
D = D_cm2 * 1e14                             # nm^2/s
terrace, pinned_length = 100.0, 5000.0       # nm
sublimation = 1e-4                           # layers per second
t_obs = 1.0

log_q = np.linspace(np.log(1e-8), np.log(1e4), 12001)
q = np.exp(log_q)


def msd_modes(mobility_of_q, t):
    """Sum over modes for any wave-number-dependent mobility."""
    y = -np.expm1(-mobility_of_q * q**2 / c * t) / q
    return 2 * c / np.pi * np.sum((y[1:] + y[:-1]) / 2 * np.diff(log_q))


def local_exponent(mobility_of_q, t):
    up, down = (msd_modes(mobility_of_q, t * s) for s in (1.1, 1 / 1.1))
    return np.log(up / down) / (2 * np.log(1.1))


# both channels at once: early edge diffusion, late attachment
both = mob_A + mob_h * q**2
t_cross = gamma(0.75) ** 4 * c * mob_h / (np.pi**2 * mob_A**2)
assert np.isclose(msd_law(2, mob_A, c, t_cross), msd_law(4, mob_h, c, t_cross))
assert abs(local_exponent(both, t_cross * 1e-4) - 0.25) < 0.01
assert abs(local_exponent(both, t_cross * 1e4) - 0.5) < 0.01

# terrace flux between a wavy step and a straight sink: q coth(q W)
q1, W1, m = 1.7, 0.9, 2000
h = W1 / m
bands = np.ones((3, m - 1))
bands[1] = -2 - (q1 * h) ** 2
rhs = np.zeros(m - 1)
rhs[0] = -1.0
prof = solve_banded((1, 1), bands, rhs)
flux = (3 - 4 * prof[0] + prof[1]) / (2 * h)
assert abs(flux * np.tanh(q1 * W1) / q1 - 1) < 1e-4


def series_mobility(diffusivity, q_factor):
    supply = 2 * cell**2 * diffusivity * (coverage / cell) * q_factor
    return 1 / (1 / mob_A + 1 / supply)


assert abs(local_exponent(series_mobility(D, q), 1e8) - 1 / 3) < 0.01
q_coth = q / np.tanh(q * terrace)

# confinement by straight neighbours at +-W: variance (1/3 - 2/pi^2) W^2
grid = np.linspace(-1, 1, 401)
width = 0.02
transfer = np.exp(-((grid[:, None] - grid) ** 2) / (2 * width**2))
ground = np.linalg.eigh(transfer)[1][:, -1] ** 2
var_wall = 1 / 3 - 2 / np.pi**2
# tolerance: finite step of the transfer matrix shifts the walls by ~width
assert abs(np.sum(ground * grid**2) / var_wall - 1) < 0.05

G_A, G_h = msd_law(2, mob_A, c, t_obs), msd_law(4, mob_h, c, t_obs)
G_A0, G_h0 = msd_law(2, mob_A, c, 0.01), msd_law(4, mob_h, c, 0.01)
len_A = np.sqrt(mob_A * t_obs / c)
len_h = (mob_h * t_obs / c) ** 0.25
t_confine = t_obs * (2 * var_wall * terrace**2 / G_A) ** 2
q_pin = np.pi / pinned_length
drift = sublimation * terrace * t_obs

print(f"flat start / equilibrium start, z=2: {flat_ratio[2]:.4f}")
print(f"flat start / equilibrium start, z=4: {flat_ratio[4]:.4f}")
print(f"temperature: {T:.0f} K, kT = {kT:.4f} eV")
print(f"stiffness: {stiffness:.2f} eV/nm")
print(f"c = kT/stiffness: {c:.4f} nm")
print(f"site spacing along step: {a_par:.4f} nm")
print(f"row advance: {a_perp:.4f} nm; cell area: {cell:.4f} nm^2")
print(f"exchange rate: {rate_A:.1e} 1/s; edge-hop rate: {rate_h:.1e} 1/s")
print(f"mob_A: {mob_A:.3e} nm^3/s")
print(f"mob_h: {mob_h:.3e} nm^5/s")
print(f"attach/detach G(0.01 s): {G_A0:.2f} nm^2, rms {G_A0**0.5:.2f} nm")
print(f"attach/detach G(1 s): {G_A:.2f} nm^2, rms {G_A**0.5:.2f} nm")
print(f"  main result in angstrom: rms(1 s) {10 * G_A**0.5:.1f} A")
print(f"edge diffusion G(0.01 s): {G_h0:.2f} nm^2, rms {G_h0**0.5:.2f} nm")
print(f"edge diffusion G(1 s): {G_h:.2f} nm^2, rms {G_h**0.5:.2f} nm")
print(f"  main result in angstrom: rms(1 s) {10 * G_h**0.5:.1f} A")
print(f"growth of G over 100x in time: {G_A/G_A0:.2f} and {G_h/G_h0:.2f}")
print(f"correlated length at 1 s, attach/detach: {len_A:.1f} nm")
print(f"correlated length at 1 s, edge diffusion: {len_h:.1f} nm")
print(f"crossing time of the two laws: {t_cross:.2e} s")
print(f"window opens, attach/detach: {a_par**2 * c / mob_A:.2e} s")
print(f"window opens, edge diffusion: {a_par**4 * c / mob_h:.2e} s")
print(f"pinned length: {pinned_length:.0f} nm")
print(f"slowest pinned mode, attach/detach: {c / (mob_A * q_pin**2):.1f} s")
print(f"slowest pinned mode, edge diff.: {c / (mob_h * q_pin**4):.2e} s")
print(f"pinned midpoint saturation of G: {c * pinned_length / 2:.0f} nm^2")
print(f"terrace width: {terrace:.0f} nm")
print(f"neighbour confinement, attach/detach: {t_confine:.0f} s")
print(f"both channels / attach only, G(1 s): {msd_modes(both, 1.0)/G_A:.5f}")
print(f"terrace: coverage {coverage:.1f}, D = {D_cm2:.0e} cm^2/s")
for factor in (1.0, 0.1):
    G_slow = msd_modes(series_mobility(factor * D, q_coth), t_obs)
    print(f"finite D x {factor:.1f}: G(1 s)/law = {G_slow / G_A:.3f}")
print(f"sublimation: {sublimation:.0e} layers/s, drift in 1 s {drift:.3f} nm")
print(f"drift^2 / G(1 s), attach/detach: {drift**2 / G_A:.1e}")
print(f"mean-square slope over one site: {c / a_par:.3f}")
print(f"mean-square slope over correlated length, A: {c / len_A:.1e}")
print(f"mean-square slope over correlated length, h: {c / len_h:.1e}")
print("PASS")
```

Printed output:

```
MC attach/detach: exponent 0.499, G/law 1.000
  lags 20 and 400 (1/rate)
MC edge diffusion: exponent 0.268, G/law 0.980
  lags 50 and 500 (1/rate)
flat start / equilibrium start, z=2: 0.7073
flat start / equilibrium start, z=4: 0.5948
temperature: 1170 K, kT = 0.1008 eV
stiffness: 0.30 eV/nm
c = kT/stiffness: 0.3361 nm
site spacing along step: 0.3840 nm
row advance: 0.3325 nm; cell area: 0.1277 nm^2
exchange rate: 1.0e+06 1/s; edge-hop rate: 1.0e+08 1/s
mob_A: 4.245e+04 nm^3/s
mob_h: 6.259e+05 nm^5/s
attach/detach G(0.01 s): 13.48 nm^2, rms 3.67 nm
attach/detach G(1 s): 134.78 nm^2, rms 11.61 nm
  main result in angstrom: rms(1 s) 116.1 A
edge diffusion G(0.01 s): 3.06 nm^2, rms 1.75 nm
edge diffusion G(1 s): 9.69 nm^2, rms 3.11 nm
  main result in angstrom: rms(1 s) 31.1 A
growth of G over 100x in time: 10.00 and 3.16
correlated length at 1 s, attach/detach: 355.4 nm
correlated length at 1 s, edge diffusion: 36.9 nm
crossing time of the two laws: 2.67e-05 s
window opens, attach/detach: 1.17e-06 s
window opens, edge diffusion: 1.17e-08 s
pinned length: 5000 nm
slowest pinned mode, attach/detach: 20.1 s
slowest pinned mode, edge diff.: 3.45e+06 s
pinned midpoint saturation of G: 840 nm^2
terrace width: 100 nm
neighbour confinement, attach/detach: 376 s
both channels / attach only, G(1 s): 1.00003
terrace: coverage 0.1, D = 1e-05 cm^2/s
finite D x 1.0: G(1 s)/law = 0.927
finite D x 0.1: G(1 s)/law = 0.619
sublimation: 1e-04 layers/s, drift in 1 s 0.010 nm
drift^2 / G(1 s), attach/detach: 7.4e-07
mean-square slope over one site: 0.875
mean-square slope over correlated length, A: 9.5e-04
mean-square slope over correlated length, h: 9.1e-03
PASS
```
